# Coulomb radial ladder operators and the Runge-Lenz vector, part 2

We compare the radial Coulomb ladder operators with the Runge-Lenz vector $\mathbf A$ for one spinless, nonrelativistic electron and a fixed point nucleus of charge $Z$, in Hartree atomic units. With $\mathbf p=-i\nabla$ and $\mathbf L=\mathbf r\times\mathbf p$,

$$H=\tfrac12\mathbf p^2-\frac Zr,\qquad \mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-Z\,\hat{\mathbf r}. \tag{1}$$

$$\mathbf A=-\tfrac12[\mathbf L^2,\nabla]-Z\hat{\mathbf r}. \tag{9}$$

$\mathbf A$ is a Hermitian vector operator, in hartree·bohr. For $\psi=RY_{lm}$, $R=u/r$ (Condon-Shortley phase), $H$ acts on $u$ as

$$H_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr,$$

and the ladder operators, in 1/bohr, are

$$a_l=\frac{d}{dr}+W_l,\qquad a_l^\dagger=-\frac{d}{dr}+W_l,\qquad W_l=\frac lr-\frac Zl. \tag{2}$$

They are adjoint with measure $dr$ when boundary terms vanish, and

$$a_l^\dagger a_l=2H_l+\frac{Z^2}{l^2},\qquad a_la_l^\dagger=2H_{l-1}+\frac{Z^2}{l^2}. \tag{3}$$

$$a_lH_l=H_{l-1}a_l,\qquad a_l^\dagger H_{l-1}=H_la_l^\dagger. \tag{4}$$

Spherical components are $V_0=V_z$, $V_{\pm1}=\mp(V_x\pm iV_y)/\sqrt2$. The block $\langle l'm'|V_q|lm\rangle$ integrates over angles only, leaving a radial operator. Reduced elements $\langle l'\|V\|l\rangle$ are defined with $3j$ symbols:

$$\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}=\frac{(-1)^{j_1-j_2-m_3}}{\sqrt{2j_3+1}}\langle j_1m_1\,j_2m_2|j_3,-m_3\rangle, \tag{6}$$

$$\langle l'm'|V_q|lm\rangle=w(l'm';q;lm)\,\langle l'\|V\|l\rangle,\qquad w=(-1)^{l'-m'}\begin{pmatrix}l'&1&l\\-m'&q&m\end{pmatrix}. \tag{7}$$

For $m=m'=q=0$, upward, $w_\uparrow=\sqrt{(l+1)/((2l+1)(2l+3))}$. With $\lambda=l'(l'+1)-l(l+1)$, the blocks acting on $R$ are

$$\langle l'm'|\nabla_q|lm\rangle=\langle l'm'|\hat r_q|lm\rangle\left(\partial_r+\frac{1-\lambda/2}{r}\right), \tag{13}$$

$$\langle l'm'|A_q|lm\rangle=\langle l'm'|\hat r_q|lm\rangle\left[-\frac\lambda2\left(\partial_r+\frac{1-\lambda/2}{r}\right)-Z\right]. \tag{14}$$

Acting on $u$, the only nonzero blocks of $\mathbf A$ are

$$\langle l{+}1,m'|A_q|lm\rangle=\langle l{+}1,m'|\hat r_q|lm\rangle\,(l+1)\,a^\dagger_{l+1},\qquad\langle l{-}1,m'|A_q|lm\rangle=\langle l{-}1,m'|\hat r_q|lm\rangle\;l\,a_l, \tag{15}$$

The angular numbers for $m=q=0$ follow from

$$\cos\theta\,Y_{l0}=\frac{l+1}{\sqrt{(2l+1)(2l+3)}}Y_{l+1,0}+\frac{l}{\sqrt{(2l-1)(2l+1)}}Y_{l-1,0}. \tag{16}$$

The reduced elements are

$$\langle l{+}1\|A\|l\rangle=(l+1)^{3/2}\,a^\dagger_{l+1},\qquad\langle l{-}1\|A\|l\rangle=-\,l^{3/2}\,a_l,\qquad\langle l'\|A\|l\rangle=0\ \text{otherwise}. \tag{18}$$

A program checks these results.

**Q.** What happens at $l=0$? The operator $a_0$ would contain $Z/0$.

**A.** It never appears. The radial factor in (14) for the downward step is $l\,a_l=l\,d/dr+l^2/r-Z$, which is finite at $l=0$, and it is multiplied by an angular element that vanishes there, since the second term of (16) has the factor $l$ and no rank $-1$ exists. An $s$ function has only the upward block $a_1^\dagger$.

**Q.** So far this is an identity between differential operators. Does it explain why $\mathbf A$ is conserved, or does one need to know that separately?

**A.** It explains it. $H$ is diagonal in $l$ and $m$ and acts as $H_l$, so the blocks of the commutator are, from (15),

$$\langle l{+}1,m'|[H,A_q]|lm\rangle=\langle\hat r_q\rangle\,(l+1)\left(H_{l+1}a^\dagger_{l+1}-a^\dagger_{l+1}H_l\right),$$

$$\langle l{-}1,m'|[H,A_q]|lm\rangle=\langle\hat r_q\rangle\;l\left(H_{l-1}a_l-a_lH_l\right),$$

with $\langle\hat r_q\rangle$ the angular number of that block. Both vanish by (4). Conversely, if $[H,\mathbf A]=0$, then (4) holds, because for $m=q=0$ the angular numbers are not zero. Conservation of $\mathbf A$, as a differential identity for $r>0$, and the intertwining relations for all $l$ are the same statement. In the language of supersymmetric quantum mechanics, $H_l$ and $H_{l-1}$ are partner Hamiltonians, and the partner of a Coulomb radial Hamiltonian is again a Coulomb radial Hamiltonian with the same $Z$ and the same zero of energy. The components of $\mathbf A$ assemble all these partner maps into one operator.

**Q.** Any one-dimensional Hamiltonian with a nodeless solution can be factorised. Why does this not give a conserved vector for every central potential?

**A.** Because the partner must be the radial Hamiltonian of the same potential at the neighbouring $l$, and that is a strong condition. First keep $\mathbf A$ as in (1) and add a function $g(r)$ to the potential. The Coulomb parts cancel by (4), and what remains is $[g,a^\dagger]u=-gu'+(gu)'=g'u$ and $[g,a]u=gu'-(gu)'=-g'u$. The blocks of $[H+g,A_q]$ are $\langle\hat r_q\rangle(l+1)g'$ upward and $-\langle\hat r_q\rangle\,l\,g'$ downward, which vanish only for constant $g$. The program tests these two expressions with $g$ linear in $r$.

One might try to repair the vector by replacing $Z$ in (9) with a function $f(r)$. The upward block is then $(l+1)(-d/dr+W)$ with $W=(l+1)/r-f/(l+1)$. Let $U$ and $U_+$ be the full effective potentials for $l$ and $l+1$, and write $D=d/dr$. Using $D^2W=WD^2+2W'D+W''$ and $DU=UD+U'$,

$$(-\tfrac12D^2+U_+)(-D+W)-(-D+W)(-\tfrac12D^2+U)=(U-U_+-W')D+\left[(U_+-U)W+U'-\tfrac12W''\right],$$

the terms $\tfrac12D^3$ and $-\tfrac12WD^2$ cancelling between the two products. The coefficient of $D$ must vanish. For any central potential $U_+-U=(l+1)/r^2$, while $-W'=(l+1)/r^2+f'/(l+1)$, so $f'=0$. Then $f$ is a constant $Z$, and the previous paragraph forces the potential to be $-Z/r$ plus a constant. Within the family $-\tfrac12[\mathbf L^2,\nabla]-f(r)\hat{\mathbf r}$, only the Coulomb potential and, as the case $Z=0$, the free particle have a conserved member. Screening in a many-electron atom and a finite nuclear radius are examples of a non-constant $g$. Relativistic and spin-orbit terms lie outside the Hamiltonian (1) altogether, and nothing here is claimed for them.

**Q.** The factorisation (3) has constants $Z^2/l^2$ that depend on $l$. The length of $\mathbf A$ ought to be a rotational scalar with a tidy form. Do these awkward constants fit together?

**A.** They do, and this checks the powers $3/2$ in (18). From the definition of the spherical components, $A_{+1}^\dagger A_{+1}+A_{-1}^\dagger A_{-1}=\tfrac12(A_x-iA_y)(A_x+iA_y)+\tfrac12(A_x+iA_y)(A_x-iA_y)=A_x^2+A_y^2$, so $\mathbf A^2=\sum_qA_q^\dagger A_q$. As the square of a vector operator it commutes with $\mathbf L$ and has only diagonal blocks. Insert the complete set of harmonics between the two factors:

$$\langle lm|\mathbf A^2|lm\rangle=\sum_{l'}\Big(\sum_{q,m'}w^2\Big)\langle l'\|A\|l\rangle^\dagger\langle l'\|A\|l\rangle .$$

The adjoints here are justified on functions that vanish near $r=0$ and at large $r$; two differential operators that agree on all such functions are equal, so the outcome holds as an identity for $r>0$. By (6), $w^2=\langle l',-m'\,1q|l,-m\rangle^2/(2l+1)$, and the sum of these squared coefficients over $m'$ and $q$ is the norm of the coupled state $|l,-m\rangle$, which is 1. Hence $\sum w^2=1/(2l+1)$ for each allowed $l'$, and

$$\mathbf A^2\big|_l=\frac{(l+1)^3a_{l+1}a^\dagger_{l+1}+l^3a_l^\dagger a_l}{2l+1}. \tag{19}$$

By (3) the two products are $2H_l+Z^2/(l+1)^2$ and $2H_l+Z^2/l^2$. The constants contribute $Z^2[(l+1)+l]/(2l+1)=Z^2$. For the rest, $(l+1)^3+l^3=2l^3+3l^2+3l+1=(2l+1)(l^2+l+1)$. For $l=0$ the second term of (19) is absent and $a_1a_1^\dagger=2H_0+Z^2$ agrees with the same formula. Since $l^2+l+1$ is the eigenvalue of $\mathbf L^2+1$,

$$\mathbf A^2=Z^2+2H(\mathbf L^2+1). \tag{20}$$

The program tests (19) and (20) against the fourth-order Cartesian operator. The classical meaning follows from $\mathbf A\cdot\mathbf r=\mathbf r\cdot(\mathbf p\times\mathbf L)-Zr=L^2-Zr$, which gives the orbit $r=L^2/(Z+|\mathbf A|\cos\varphi)$ with $\varphi$ measured from $\mathbf A$. This is a conic of eccentricity $|\mathbf A|/Z$, with $\mathbf A$ pointing to the point of closest approach.

**Q.** Now the numbers. What are the ordinary reduced elements between bound states? Near the origin $a^\dagger_{l+1}$ has a $1/r$, so I am not sure the raised function is even regular.

**A.** Take the regular solution of $H_lu=Eu$, with $u=r^{l+1}(1+br+\dots)$. At order $r^{l-1}$ the kinetic and centrifugal terms cancel. At order $r^l$ the equation reads $-\tfrac12[(l+2)(l+1)-l(l+1)]b-Z=0$, so $b=-Z/(l+1)$. In $a^\dagger_{l+1}u$ the order $r^l$ has the coefficient $-(l+1)+(l+1)=0$, and the order $r^{l+1}$ has $-(l+2)b+(l+1)b-Z/(l+1)=-b-Z/(l+1)=0$. The raised function therefore has no term below $r^{l+2}$: it is either zero or a regular solution for $l+1$. The second cancellation uses the eigenvalue equation. For a general $u$ it fails, which reflects the direction dependence of $\hat{\mathbf r}$ at the origin: $\mathbf A$ applied to a smooth function need not be smooth there, although (18) still holds at every $r>0$.

For a normalised bound state, which decays exponentially, the boundary terms vanish and (3) gives

$$\|a^\dagger_{l+1}u\|^2=\langle u|a_{l+1}a^\dagger_{l+1}|u\rangle=2E+\frac{Z^2}{(l+1)^2}\ \ge0. \tag{21}$$

If this is positive, $a^\dagger_{l+1}u$ is a bound state of $H_{l+1}$ with the same $E$, and the step can be repeated. With $E<0$ fixed, the right side of (21) would turn negative at large $l$, so the chain must stop at some rank $n-1$ where the norm is zero. That gives $E_n=-Z^2/2n^2$, and $a_n^\dagger u=0$ integrates to $u\propto r^ne^{-Zr/n}$, normalisable for $Z>0$.

The radial equation has one regular solution at given $l$ and $E$, up to scale, so $a^\dagger_{l+1}u_{nl}=c\,u_{n,l+1}$ and $a_{l+1}u_{n,l+1}=c'u_{nl}$, and the adjoint relation gives $c=\langle u_{n,l+1}|a^\dagger_{l+1}u_{nl}\rangle=c'$. Fix phases by $u>0$ near the origin. There $a_{l+1}r^{l+2}=[(l+2)+(l+1)]r^{l+1}+\dots$ is positive, so $c>0$, and (21) gives

$$a^\dagger_{l+1}u_{nl}=Z\sqrt{\frac1{(l+1)^2}-\frac1{n^2}}\;u_{n,l+1}. \tag{22}$$

Multiply by $(l+1)^{3/2}$ and take one power of $l+1$ and the factor $n$ through the root, using $(l+1)\sqrt{1/(l+1)^2-1/n^2}=\sqrt{n^2-(l+1)^2}/n$:

$$\langle n',l{+}1\|A\|nl\rangle=\delta_{nn'}\frac Zn\sqrt{(l+1)\left(n^2-(l+1)^2\right)}=-\langle nl\|A\|n',l{+}1\rangle. \tag{23}$$

The $\delta_{nn'}$ comes from the orthogonality of $u_{n',l+1}$ and $u_{n,l+1}$. The program tests (22) pointwise and (23) by three-dimensional quadrature for all $n,n'\le4$. The degeneracy in $l$ of the level $n$ is thereby accounted for: $\mathbf A$ commutes with $H$ and links each $l$ to $l\pm1$ with a nonzero element from $l=0$ up to $l=n-1$.

**Q.** What do the limits look like? I would test the top of the ladder, the ground state and $Z\to0$.

**A.** In a bound state (20) gives $\mathbf A^2=Z^2[1-(l^2+l+1)/n^2]$. At the top, $l=n-1$, the upward element (23) is zero and only the downward one contributes: $l^2+l+1=n^2-n+1$ and $\mathbf A^2/Z^2=(n-1)/n^2$. This tends to zero as $1/n$ at large $n$, approaching the circular orbit, but is not zero at finite $n>1$. For $n=1$ it is exactly zero: $\mathbf A$ annihilates the ground state, which is the statement $a_1^\dagger\,re^{-Zr}=0$. For $l=0$ and large $n$, $\mathbf A^2/Z^2=1-1/n^2$ tends to 1, the eccentricity of an orbit collapsed to a line.

For $Z=0$ and $E=k^2/2$ the regular solutions are $u_l=rj_l(kr)$, with spherical Bessel functions normalised by $j_l(x)\approx x^l/(2l+1)!!$ at small $x$. By (4), $a_lu_l$ is the regular solution for $l-1$, and its leading term $(2l+1)k^lr^l/(2l+1)!!$ is $k$ times the leading term of $u_{l-1}$. So $(d/dr+l/r)u_l=k\,u_{l-1}$, the recurrence of the spherical Bessel functions, and (18) reduces to the gradient formula (13) weighted with $-\lambda/2$. For $E>0$ and any $Z$, the constant $2E+Z^2/(l+1)^2$ in $a_{l+1}a^\dagger_{l+1}u$ never vanishes, so the ladder does not end and every $l$ occurs at each energy. For $Z<0$ the identities (3), (18) and (20) remain true, but the function $r^ne^{-Zr/n}$ grows, no chain can end, and by the argument after (21) there are no bound states with $E<0$.

**Q.** Show me one real case with the arithmetic.

**A.** Take He⁺, $Z=2$, in the model (1), that is without relativity and with infinite nuclear mass, and the shell $n=3$. The energy is $E_3=-4/18=-0.222222$ hartree, or $-6.0470$ eV. The digits given here and below are those of the model and display the agreement between the two routes within it; they are not a claim about the real ion, for which nuclear recoil and relativistic corrections are left out. Recoil raises $E_3$ by about $0.8$ meV, and the Dirac equation lowers the $j=\tfrac12,\tfrac32,\tfrac52$ levels by about $0.3$, $0.1$ and $0.04$ meV, so with these two corrections the levels lie between about $-6.0465$ and $-6.0462$ eV.

First the pointwise action of $a_1^\dagger=-d/dr+1/r-2$ at $r=1.0$ bohr. There $u_{3s}=-0.020701$ bohr$^{-1/2}$ and $u_{3s}'=-0.420928$ bohr$^{-3/2}$; value and slope have the same sign, so following the slope inward reaches zero after about $0.020701/0.420928\approx0.05$ bohr, and the point lies just beyond a node. Then

$$a_1^\dagger u_{3s}=0.420928+(1-2)(-0.020701)=0.44163\ \text{bohr}^{-3/2}.$$

With $u_{3p}=0.234210$ bohr$^{-1/2}$ at the same point, the ratio is $0.441630/0.234210=1.8856$ per bohr. Equation (22) predicts $2\sqrt{1-1/9}=1.885618$ per bohr, and the radial integral $\langle u_{3p}|a_1^\dagger|u_{3s}\rangle$ has this value. For the next step (22) gives $2\sqrt{1/4-1/9}=0.745356$ per bohr, again equal to the computed integral $\langle u_{3d}|a_2^\dagger|u_{3p}\rangle$.

The factors in (18) are $1^{3/2}=1$ and $2^{3/2}=2.828427$, so the predicted upward elements are $1.885618$ and $2.828427\times0.745356=2.108185$ hartree·bohr. On the other side, the Cartesian operator (1) integrated over all space gives $\langle3p0|A_z|3s0\rangle=1.088662$ and $\langle3d0|A_z|3p0\rangle=0.769800$ hartree·bohr, and the same values for the reversed elements. The coefficients are $w_\uparrow=\sqrt{1/3}=0.577350$ and $\sqrt{2/15}=0.365148$, with opposite signs downward. Dividing, and converting with 1 hartree·bohr $=14.3996$ eV·Å,

- $\langle3p\|A\|3s\rangle=1.088662/0.577350=1.88562$ hartree·bohr $=27.152$ eV·Å,
- $\langle3d\|A\|3p\rangle=0.769800/0.365148=2.10819$ hartree·bohr $=30.357$ eV·Å,

and $\langle3s\|A\|3p\rangle$ and $\langle3p\|A\|3d\rangle$ are the negatives of these. The ladder constant falls from the first step to the second while the reduced element rises, because the factor $(l+1)^{3/2}$ grows faster here; treating the ladder operator itself as the reduced element would give $0.745356$ in place of $2.108185$ for the $p$ to $d$ step.

For the $3p$ state, (19) between bound states is the sum of the squared reduced elements over $2l+1=3$:

$$\langle\mathbf A^2\rangle=\frac{4.444444+3.555556}{3}=2.666667\ (\text{hartree·bohr})^2 .$$

Equation (20) gives $4+2(-2/9)(2+1)=8/3$, the same number, and so does the direct quadrature of $\mathbf A\cdot\mathbf A$.

**Q.** Since $A_z$ commutes with $H$ and $L_z$, it can be diagonalised inside the shell. What does that give here?

**A.** For $m=0$ the basis is $3s,3p,3d$, and by (15) only neighbours are linked:

$$A_z=\begin{pmatrix}0&\alpha&0\\\alpha&0&\beta\\0&\beta&0\end{pmatrix},\qquad\alpha=1.088662,\quad\beta=0.769800\ \text{hartree·bohr}.$$

Expanding the determinant along the first row, $\det(A_z-\mu)=-\mu(\mu^2-\beta^2)+\alpha^2\mu=-\mu(\mu^2-\alpha^2-\beta^2)$. From (23) and the coefficients $w_\uparrow$, $\alpha^2=\frac13\cdot\frac{Z^2}{9}\cdot8=\frac{8Z^2}{27}$ and $\beta^2=\frac2{15}\cdot\frac{Z^2}{9}\cdot10=\frac{4Z^2}{27}$, with the sum $\frac{4Z^2}{9}$. The eigenvalues are $0$ and $\pm2Z/3$, which for He⁺ is $\pm1.333333$ hartree·bohr, or $19.1995$ eV·Å in magnitude. In units of $Z/n$ they are the integers $-2,0,2$. For this shell that is the arithmetic just shown; the statement for every $n$ and $m$ is usually obtained from the commutators of the components of $\mathbf A$ with each other, which have not been derived here. The eigenvectors for $\pm2Z/3$ mix $s$, $p$ and $d$ and so have no definite parity. Since $\mathbf A$ is odd under inversion, the two are mirror images of each other, and they correspond to classical orbits whose point of closest approach lies toward $+z$ or $-z$.

## Calculated quantities

```
He+: Z = 2, n = 3
E_3 = -0.222222 hartree = -6.0470 eV
1 hartree bohr = 14.3996 eV angstrom
r = 1.0 bohr: u_3s = -0.020701 bohr^-1/2
  u_3s' = -0.420928 bohr^-3/2
  a_1^+ u_3s = 0.441630 bohr^-3/2
  u_3p = 0.234210 bohr^-1/2
  ratio a_1^+ u_3s / u_3p = 1.885618 1/bohr
<u_3,1|a_1^+|u_3,0> = 1.885618 1/bohr; factor (l+1)^1.5 = 1.000000
<u_3,2|a_2^+|u_3,1> = 0.745356 1/bohr; factor (l+1)^1.5 = 2.828427
l'=0 l=1: signed 3j = -0.577350, <A_z> = 1.088662 hartree bohr
   reduced = -1.885618 hartree bohr = -27.1522 eV angstrom
l'=1 l=0: signed 3j = 0.577350, <A_z> = 1.088662 hartree bohr
   reduced = 1.885618 hartree bohr = 27.1522 eV angstrom
l'=1 l=2: signed 3j = -0.365148, <A_z> = 0.769800 hartree bohr
   reduced = -2.108185 hartree bohr = -30.3571 eV angstrom
l'=2 l=1: signed 3j = 0.365148, <A_z> = 0.769800 hartree bohr
   reduced = 2.108185 hartree bohr = 30.3571 eV angstrom
squared reduced: p-d 4.444444, p-s 3.555556 (hartree bohr)^2
<A^2> 3p direct = 2.666667, sum rule = 2.666667 (hartree bohr)^2
A_z eigenvalues, m=0: -1.333333 0.000000 1.333333 hartree bohr
largest eigenvalue = 19.1995 eV angstrom; times n/Z = 2.000000
```
